Closed-form sampling of the screened Rutherford scattering angle

**Theorem.** Let an elastic collision deflect an electron through a polar angle θ, with angular law

dσ/dΩ = K²/(1 − cosθ + 2α)², K > 0, α > 0, (1)

where K and α do not depend on θ. If R is a random number uniform on [0,1], then

cosθ = 1 − 2αR/(1 + α − R) (2)

has the distribution given by (1). The azimuth φ is uniform on [0,2π) and independent of θ. The total cross section is

σ = πK²/[α(1 + α)]. (3)

In (2), R is the probability of a deflection smaller than θ.

The inversion introduces no approximation beyond those already contained in (1). Law (1) itself follows from a model of the atom, treated first so that K, α and their limits of validity are known.

**Assumptions behind the angular law**

The atom is isolated, static and too heavy to recoil. Its nuclear charge Ze is screened by a single exponential of length a:

V(r) = −(C/r) exp(−r/a), C = Ze²/(4πε₀).

The electron has rest mass m, speed v, Lorentz factor γ and momentum p = γmv = ħk. Scattering is taken in the first Born approximation, and spin is ignored.

**Lemma 1 (amplitude).** Under these assumptions, with ħq the momentum transfer,

f = (2γmC/ħ²)/(q² + 1/a²). (4)

**Proof.** A spinless electron of total energy E = γmc² obeys

ħ²c²∇²ψ + [(E − V)² − m²c⁴]ψ = 0.

Expanding the square gives E² − 2EV + V². The term V² is dropped as second order in the potential. Since E² − m²c⁴ = ħ²c²k² and E/c² = γm, division by ħ²c² leaves

∇²ψ + k²ψ = (2γm/ħ²)Vψ.

The outgoing Green function of the left side is −exp(ik|r − r′|)/(4π|r − r′|). Far from the atom, |r − r′| ≈ r − n·r′ in the phase, where n is the direction of observation, and |r − r′| ≈ r in the denominator. The first Born approximation replaces ψ under the integral by the incident plane wave. The coefficient of exp(ikr)/r is then

f = −(γm/2πħ²) ∫ V(r) exp(iq·r) d³r,

where q is the incident minus the scattered wave vector. The angular part of the integral is

∫ exp(iq·r) dΩ = 2π ∫₋₁¹ exp(iqrx) dx = 4π sin(qr)/(qr).

With d³r = r² dr dΩ and V = −(C/r)exp(−r/a), the two minus signs cancel:

f = (2γmC/(ħ²q)) ∫₀^∞ exp(−r/a) sin(qr) dr.

The remaining integral is the imaginary part of 1/(1/a − iq), which is q/(q² + 1/a²). The factor q cancels, giving (4). ∎

**Lemma 2 (screened Rutherford law).** Equation (4) gives (1) with

K = C/(pv), α = 1/(4k²a²). (5)

**Proof.** The collision is elastic, so both wave vectors have length k and

q² = k² + k² − 2k² cosθ = 2k²(1 − cosθ).

By the definition of α, 1/a² = 4k²α = 2k²·2α. The denominator of (4) is therefore 2k²(1 − cosθ + 2α), and

f = [γmC/(ħ²k²)]/(1 − cosθ + 2α).

Because ħ²k² = p² and p = γmv, the bracket equals γmC/p² = C/(pv) = K. The incident and scattered waves have equal speeds, so dσ/dΩ = |f|², which is (1). ∎

For small angles 1 − cosθ ≈ θ²/2, and the denominator in (1) becomes [(θ² + θ₀²)/2]², with θ₀ = 2√α = 1/(ka). Screening removes the Rutherford divergence below about θ₀. When 1 − cosθ ≫ 2α, the law returns to the unscreened form K²/(1 − cosθ)².

**Proof of the theorem**

Put u = 1 − cosθ, which runs from 0 (forward) to 2 (backward). Then du = sinθ dθ, and the solid angle integrated over azimuth is 2π du. The total cross section is

σ = 2πK² ∫₀² du/(u + 2α)²
 = 2πK² [1/(2α) − 1/(2 + 2α)]
 = πK² [1/α − 1/(1 + α)]
 = πK²/[α(1 + α)].

This is (3). The probability that a collision gives a value no larger than u is

F(u) = (2πK²/σ) ∫₀ᵘ du′/(u′ + 2α)²
 = 2α(1 + α)[1/(2α) − 1/(u + 2α)]
 = 2α(1 + α) · u/[2α(u + 2α)]
 = (1 + α)u/(u + 2α). (6)

Here F(0) = 0 and F(2) = 1. The derivative 2α(1 + α)/(u + 2α)² is positive, so F has one inverse on [0,1]. Setting R = F(u) and clearing the denominator,

R(u + 2α) = (1 + α)u,
2αR = (1 + α − R)u,
u = 2αR/(1 + α − R).

The division is allowed because 1 + α − R ≥ α > 0. To see that this u has the required distribution, call its random value U. Since F is increasing, U ≤ u when R ≤ F(u), and for uniform R this has probability F(u). Substituting cosθ = 1 − u gives (2). Law (1) contains no φ, so the azimuth is uniform and independent. ∎

At R = 0, equation (2) gives cosθ = 1. At R = 1 it gives cosθ = 1 − 2α/α = −1. Since 1 − R is also uniform, the equally valid form

cosθ = 1 − 2α(1 − R)/(α + R)

assigns large deflections to small random numbers. Except at R = 1/2, the two forms give different angles for the same R, but their statistics are the same.

The inverse was compared with numerical root finding on the integrated Born law at R = 0.1, 0.5, 0.9 and 0.999, for α = 0.00126 and α = 0.3. The largest relative difference in 1 − cosθ was 8.1 × 10⁻⁹.

**Remark 1 (half-angle form).** With s = sin²(θ/2) = u/2,

s = αR/(1 + α − R),
1 − s = (1 + α)(1 − R)/(1 + α − R).

The second line follows from 1 + α − R − αR = (1 + α)(1 − R). Since sinθ = 2√[s(1 − s)],

sinθ = 2√[α(1 + α)R(1 − R)]/(1 + α − R).

These expressions give the deflection without forming the small difference 1 − cosθ.

**Corollary (median, backward tail and mean).** The median deflection satisfies sin²(θ/2) = α/(1 + 2α). The probability of a deflection above 90° has the same value:

P(θ > 90°) = α/(1 + 2α). (7)

The mean angular loss per collision is

⟨1 − cosθ⟩ = 2α[(1 + α) ln(1 + 1/α) − 1]. (8)

**Proof.** Setting R = 1/2 in the half-angle form gives

s = (α/2)/(1/2 + α) = α/(1 + 2α).

At 90°, u = 1. From (6), the tail is 1 − (1 + α)/(1 + 2α) = α/(1 + 2α). The agreement of the two values follows from a symmetry. The probability of exceeding s is

1 − F(2s) = α(1 − s)/(s + α),

which is the half-angle sampling function evaluated at R = 1 − s. At s = 1/2 that function gives the median.

For the mean, write u = (u + 2α) − 2α in the numerator:

⟨u⟩ = 2α(1 + α) ∫₀² u du/(u + 2α)²
 = 2α(1 + α)[ln(u + 2α) + 2α/(u + 2α)]₀²
 = 2α(1 + α)[ln((1 + α)/α) + α/(1 + α) − 1]
 = 2α(1 + α)[ln(1 + 1/α) − 1/(1 + α)].

Multiplying out the last bracket gives (8). ∎

**Remark 2 (weak and strong screening).** For α ≪ 1 and 1 − R ≫ α, the sampling rule becomes s ≈ αR/(1 − R). Most deflections are then small. The approximation fails near R = 1, where it would make s exceed one; the full denominator keeps the backward end finite. The mean becomes

⟨1 − cosθ⟩ ≈ 2α[ln(1/α) − 1].

The logarithm comes from the range 2α ≪ u ≪ 1, where u/(u + 2α)² ≈ 1/u. Equal ratios of u in this range contribute equally to the mean, so rare wide deflections matter even though most collisions are nearly forward.

For α ≫ 1, equation (2) tends to cosθ = 1 − 2R, which is isotropic scattering. In (8), the expansion

(1 + α) ln(1 + 1/α) = 1 + 1/(2α) + O(1/α²)

gives ⟨1 − cosθ⟩ → 1, as isotropy requires. Physically, ka ≪ 1 and the electron does not resolve the screened charge. This is a limit of the angular law; it does not guarantee that the Born approximation is valid there.

For α → 0 at fixed K, σ grows as πK²/α. The pure Rutherford law has no finite total cross section, hence no normalized distribution over all angles, and its mean free path 1/(nσ) would be zero. Screening, or another cutoff at small angles, is needed for this single-collision scheme.

**Proposition (chain of collisions).** Let atoms of number density n scatter independently, and keep the electron energy fixed. The free paths are exponential with mean λ = 1/(nσ). After N collisions the mean cosine between the final and initial directions is

⟨cosΘ_N⟩ = ⟨cosθ⟩ᴺ. (9)

After path length t it is exp(−t/λ_tr), where

λ_tr = λ/⟨1 − cosθ⟩. (10)

**Proof.** In a short length dx the collision probability is nσ dx. The survival probability S therefore obeys dS/dx = −nσS, with solution S = exp(−x/λ). A free path is sampled as −λ ln R′, with R′ uniform on (0,1] and independent of R.

Let d be the unit direction before a collision, and e₁, e₂ two unit vectors perpendicular to d and to each other. The new direction is

d′ = cosθ d + sinθ(cosφ e₁ + sinφ e₂).

Averaging over φ removes the last two terms. Averaging over θ leaves ⟨cosθ⟩d. Successive draws are independent, so each collision contributes the same factor, which proves (9).

The number of collisions in length t has a Poisson distribution with mean t/λ. With c = ⟨cosθ⟩,

Σ_N exp(−t/λ)(t/λ)ᴺcᴺ/N! = exp[−(1 − c)t/λ],

which gives (10). ∎

A test with 100,000 electrons, full three-dimensional rotations and the α of the example below gave a mean direction cosine of 0.4848 after 50 collisions, with a standard error of 0.0014. Formula (9) gives 0.4849.

**Worked example: a 30 keV beam in cobalt**

Take a model 30 nm hcp-Co film whose lattice constants are set to a_h = 0.251 nm and c_h = 0.407 nm. These are chosen inputs, not quoted measurements. The hexagonal cell contains two atoms and has volume (√3/2)a_h²c_h, so

n = 2/[(√3/2)(0.251)²(0.407)] = 90.1 nm⁻³.

The screening length is the Thomas-Fermi value

a = (9π²/128)^(1/3) a₀Z^(−1/3) = 0.0156 nm,

with a₀ the Bohr radius and Z = 27. At 30 keV, k = 900.3 nm⁻¹ and K = 6.665 × 10⁻⁴ nm. Using a = 0.01562 nm,

α = 1/[4(900.3)²(0.01562)²] = 1.26 × 10⁻³,
σ = π(6.665 × 10⁻⁴)²/[(1.265 × 10⁻³)(1.00126)] = 1.10 × 10⁻³ nm²,
λ = 1/[(90.07)(1.102 × 10⁻³)] = 10.1 nm.

Equation (8) gives ⟨1 − cosθ⟩ = 0.01437, so λ_tr = 10.08/0.01437 = 701 nm. A straight path through the film contains 30/10.08 = 2.98 collisions on average, and the chance of none is exp(−2.98) = 0.051. With so few collisions, their number varies widely between electrons, so the film calls for individual collisions.

For R = 0.9 the sampling arithmetic is

cosθ = 1 − 2(0.001265)(0.9)/(1.001265 − 0.9) = 0.9775,

or θ = 12.2°. The values R = 0.1, 0.5, 0.99 and 0.999 give 1.36°, 4.07°, 39.0° and 96.6°. The median is close to 1/(ka), while the last percent of the random numbers covers everything from 39° to 180°. Equation (7) gives a backward chance of 1.262 × 10⁻³ per collision; two million random draws gave 1.266 × 10⁻³. This is not the film's backscattering coefficient, which also depends on multiple collisions and geometry.

**Remark 3 (validity of the Born approximation).** The coupling strength is C/(ħv) = kK. It must be small for the Born series to be safe, but here it is 0.60. A partial-wave solution of the wave equation used in Lemma 1, which omits V², shows the effect of strong coupling within that equation. At 2% of the potential strength it reproduces the Born total, transport and backward cross sections within 0.2%. At full strength its ratios to Born are 0.83, 0.95 and 1.08, respectively. The transport cross section means σ⟨1 − cosθ⟩.

These ratios are not those of the full spinless equation, whose V² term adds to the attraction. In Born approximation and with screening neglected, the V² amplitude at 180° is πβ²C/(2ħv) ≈ 0.10 of the main one, where β = v/c. To first order, this raises the cross section there by about 20%. At a coupling of 0.60 that estimate is too low. Partial waves with V² kept put the cross section at 180° about 47% above its value without V², and give total, transport and backward ratios to Born of 0.83, 1.03 and 1.44. The V² term thus leaves the total almost unchanged but reverses the sign of the transport correction. The ratios 0.83, 0.95 and 1.08 above, and the partial-wave values below, apply only to the equation without V².

The closed form can still be used with an effective α chosen to match the partial-wave ratio of transport to total cross section. This gives α = 1.48 × 10⁻³. The backward chance per collision becomes 1.48 × 10⁻³, compared with 1.64 × 10⁻³ from partial waves and 1.26 × 10⁻³ from the original α. Within the equation without V², one parameter thus repairs the mean deflection and part of the backward tail. It does not repair the whole angular law: the median rises from 4.07° to 4.41°, whereas the partial-wave median is about 4.0°. The original α describes the typical small deflections better. The free path must then use the partial-wave total cross section, not (3) with the new α.

**Remark 4 (spin).** At Born level, spin multiplies (1) by 1 − β²s, where β = v/c. Here β² = 0.108, and the factor lowers the transport cross section by 1.9% and the backward one by 7.5%. The cumulative law then contains a logarithm, and (2) is no longer its inverse. One can instead draw s from the closed form and accept it with probability 1 − β²s, repeating the draw after a rejection. This produces the corrected angular law because the accepted density is the product of the two factors. The total cross section must be corrected separately. Spin combined with strong coupling has not been computed here, so the Born spin factors and the partial-wave ratios should not be multiplied as if independent.

**Remark 5 (shape of the screening).** The Molière atom replaces exp(−r/a) by

0.35 exp(−0.3r/a) + 0.55 exp(−1.2r/a) + 0.10 exp(−6r/a).

At the same energy and in Born approximation, its total cross section is 2.39 times that of the single exponential, but its transport cross section is 0.97 times as large. The first term has a range a/0.3 and strengthens scattering at small q. At large q the screening terms in the denominators become negligible; since the three weights add to one, both models approach the same Rutherford amplitude. The mean free path falls from 10.1 to 10.08/2.39 = 4.2 nm, while the transport length changes only to 701/0.974 = 720 nm. The number of collisions is therefore much more sensitive to the atomic model than the average loss of direction per unit path length. Neither potential is a computed electron density of solid cobalt. A spherically averaged Hartree-Fock free cobalt atom lies between the two: in Born approximation it gives a mean free path of about 7 nm (7.2 and 6.8 nm in two Gaussian bases) and a transport length of about 730 nm, and in partial waves a mean free path near 7.8 nm and a median deflection near 2.7°. The free path, collision number and median of the worked example are therefore values of the single-exponential model, not of cobalt.

**Remark 6 (other layers and energy loss).** If the film is part of a stack with a resist and a substrate, their scattering must be added before an exposure profile can be predicted. Electrons also lose energy between elastic collisions. With e²/(4πε₀) = C/Z, the nonrelativistic Bethe estimate for kinetic energy T is

−dT/dx = [2π(C/Z)²nZ/T] ln[√(e_N/2) T/J],

where e_N is the base of natural logarithms and J = 270 eV is a rough mean excitation energy. It gives about 5 eV/nm, hence about 150 eV across the film, or 0.5% of the beam energy; the relativistic form of the formula is about 8% higher. Fixed energy is reasonable for this film. Over one transport length, the same loss rate would remove 12%, so in a thick target k, v, K and α must be updated along the path.

**Remark 7 (electrons and crystal order).** Deflection by the atomic electrons is also absent from (1). For deflections well above θ₀ but still well below 90°, the nucleus acts as nearly unscreened and the atomic electrons as nearly free. Adding Z unit charges incoherently to a nucleus whose scattering varies as Z² then suggests a relative correction of order 1/Z, here about 4%. Nearer the forward direction screening and electron binding matter, and this estimate does not apply.

The assumption of independent atoms omits interference between waves from different lattice sites. For the (0002) planes, whose spacing is c_h/2, the Bragg deflection is 1.97°, about half the median angle of the single-exponential model. In a crystal oriented so that these planes meet the Bragg condition, diffraction can therefore redistribute electrons within the main angular range of (1). The resulting intensities have not been computed, and (2) should not be used to predict the diffraction pattern or channelling of a single crystal.

Values computed for the example and the checks

```
Atomic number Z: 27
Beam energy: 30.0 keV
Film thickness: 30.0 nm
Lattice a, c (rough): 0.251, 0.407 nm
Atom density: 90.07 nm^-3
Lorentz factor: 1.05871
beta squared: 0.10783
Wave number k: 900.29 nm^-1
Wavelength: 6.979 pm
Screening length a: 0.01562 nm
Screening parameter alpha: 1.264723e-03
Length K: 6.66463e-04 nm
Total cross section: 1.10194e-03 nm^2
Elastic mean free path: 10.076 nm
Mean 1-cos(theta): 0.014374
Transport length: 701.0 nm
Mean collisions, straight path: 2.977
Chance of no collision: 0.0509
R=0.100: cos=0.999719, angle=1.357 deg
R=0.500: cos=0.997477, angle=4.071 deg
R=0.900: cos=0.977519, angle=12.172 deg
R=0.990: cos=0.777700, angle=38.950 deg
R=0.999: cos=-0.115773, angle=96.648 deg
Chance above 90 deg, formula: 1.26153e-03
Chance above 90 deg, sampled: 1.26600e-03
Largest relative inversion error: 8.1e-09
Collisions in direction test: 50
Mean direction cosine, formula: 0.48485
Mean direction cosine, sampled: 0.48483
Standard error of that mean: 0.00144
Weak-coupling potential factor: 0.02
Weak waves/Born, total: 1.00081
Weak waves/Born, transport: 1.00140
Weak waves/Born, backward: 1.00170
Coupling Z e^2/(4 pi eps0 hbar v): 0.6000
Full waves/Born, total: 0.8323
Full waves/Born, transport: 0.9487
Full waves/Born, backward: 1.0802
Effective alpha from waves: 1.48266e-03
Backward chance, waves: 1.63731e-03
Backward chance, effective alpha: 1.47828e-03
Spin/no spin, transport: 0.9813
Spin/no spin, backward: 0.9252
Moliere/Yukawa, total: 2.3858
Moliere/Yukawa, transport: 0.9736
Mean excitation energy (rough): 270 eV
Bethe energy loss: 5.14 eV/nm
Loss per elastic free path: 51.8 eV
Loss across film: 154.1 eV
Loss over transport length/beam energy: 0.120
Atomic-electron share 1/Z: 0.0370
(0002) Bragg deflection: 1.965 deg
Bragg deflection/median angle: 0.483
```
